# Small-deviation forms of the ε and ν equation-of-state metrics: verification in Python

```python
"""Small-deviation forms of the epsilon and nu metrics for equations of state.

Result under test, for curves with minima aligned at zero energy:
 eps^2 = 15 v^2/h^2 + 9/4 b^2 + 3 B1 v p + 5/28 B1^2 h^2 p^2
         + 3/2 (5 B1+2) v b + 5/28 h^2 B1 (17+2 B1) b p
v, b, p : differences of V0, B0, B1 divided by their means
h       : half-width of the volume window divided by the mean V0
nu      = 100 sqrt(v^2 + (b/20)^2 + (p/400)^2)
Also tested: the noise of fitted V0, B0, B1 that motivates the nu weights.
"""
import numpy as np
from scipy.constants import e as charge

NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)
WEIGHTS = WEIGHTS / 2
NU_WEIGHTS = np.array([1, 1 / 20, 1 / 400])


def birch(V, V0, B0, B1):
    t = (V0 / V) ** (2 / 3) - 1
    return 9 * B0 * V0 / 16 * (B1 * t**3 + t**2 * (2 - 4 * t))


def vinet(V, V0, B0, B1):
    q = 1.5 * (B1 - 1) * (1 - (V / V0) ** (1 / 3))
    return 4 * B0 * V0 / (B1 - 1) ** 2 * (1 - (1 - q) * np.exp(q))


def split(mean, dev):
    mean, dev = np.array(mean), np.array(dev)
    return mean * (1 + dev / 2), mean * (1 - dev / 2)


def metrics(mean, dev, h, eos=birch, align="minimum"):
    """Return epsilon and Delta by quadrature of the full curves."""
    pa, pb = split(mean, dev)
    V = mean[0] * (1 + h * NODES)
    Ea, Eb = eos(V, *pa), eos(V, *pb)
    if align == "mean":
        Ea, Eb = Ea - WEIGHTS @ Ea, Eb - WEIGHTS @ Eb
    var_a = WEIGHTS @ (Ea - WEIGHTS @ Ea) ** 2
    var_b = WEIGHTS @ (Eb - WEIGHTS @ Eb) ** 2
    msd = WEIGHTS @ (Ea - Eb) ** 2
    return np.sqrt(msd / np.sqrt(var_a * var_b)), np.sqrt(msd)


def nu_metric(pa, pb):
    return 100 * np.sqrt(np.sum((NU_WEIGHTS * 2 * (pa - pb) / (pa + pb)) ** 2))


def form_matrix(B1, h, next_order=True):
    """Derived quadratic form in the scaled deviations (v/h, b, h p)."""
    vb = 0.75 * (5 * B1 + 2) * h * next_order
    bp = 5 / 56 * B1 * (17 + 2 * B1) * h * next_order
    return np.array([[15, vb, 1.5 * B1], [vb, 9 / 4, bp],
                     [1.5 * B1, bp, 5 / 28 * B1**2]])


def measured_matrix(mean, h, eos=birch, size=1e-4):
    """Quadratic form extracted from epsilon of the full curves."""
    scale = np.array([h, 1, 1 / h]) * size
    unit = np.eye(3)

    def square(d):
        return metrics(mean, scale * d, h, eos)[0] ** 2 / size**2

    return np.array([[(square(unit[i] + unit[j]) - square(unit[i])
                       - square(unit[j])) / 2 for j in range(3)]
                     for i in range(3)])


def noisy_fit_errors(B1, h, tau, samples=40000):
    """Relative scatter of V0, B0, B1 from Birch-Murnaghan fits (V0=B0=1)."""
    rng = np.random.default_rng(7)
    V = 1 + h * np.arange(-3, 4) / 3
    t = V ** (-2 / 3) - 1
    energies = birch(V, 1, 1, B1)[:, None] + tau * rng.normal(size=(7, samples))
    c = np.linalg.pinv(np.vander(t / h, 4, increasing=True)) @ energies
    c = c / h ** np.arange(4)[:, None]
    t0 = -2 * c[1] / (2 * c[2] + np.sqrt(4 * c[2]**2 - 12 * c[1] * c[3]))
    s0 = 1 + t0
    V0 = s0 ** (-1.5)
    second = 2 * c[2] + 6 * c[3] * t0
    B0 = 4 / 9 * second * V0 ** (-7 / 3)
    slope = 4 + 2 / 3 * s0 * 6 * c[3] / second
    return np.array([V0.std(), B0.std(), slope.std() / B1])


def predicted_errors(B1, h, tau):
    return tau * np.array([3 * np.sqrt(1588 / 6048) / h,
                           18 * np.sqrt(7 / 588) / h**2,
                           162 * np.sqrt(28 / 6048) / (B1 * h**3)])


# Model parameters: volume in cubic angstrom, bulk modulus in GPa
V0, B0, B1, h = 20.0, 100.0, 4.5, 0.06
mean = (V0, B0, B1)
to_eV = 1e9 * 1e-30 / charge
energy_scale = B0 * V0 * to_eV

# Whole quadratic form: remaining error must fall as h squared
residuals = [np.linalg.norm(measured_matrix(mean, k) - form_matrix(B1, k))
             for k in (0.04, 0.02, 0.01)]
order_ratio = residuals[1] / residuals[2]
assert residuals[0] > residuals[1] > residuals[2]
assert 3.4 < order_ratio < 4.8
assert residuals[2] < 0.02

# Leading terms do not depend on the chosen equation of state
vinet_form = measured_matrix(mean, 0.01, vinet)
lead = form_matrix(B1, 0.01, False)
for i, j in ((0, 0), (1, 1), (2, 2), (0, 2)):
    assert abs(vinet_form[i, j] / lead[i, j] - 1) < 0.01

# A pure stiffness difference under the two energy alignments
b_test = 0.01
slope_min = metrics(mean, (0, b_test, 0), h)[0] / b_test
slope_mean = metrics(mean, (0, b_test, 0), h, align="mean")[0] / b_test
assert abs(slope_min - 1.5) < 0.05
assert abs(slope_mean - 1) < 0.001

# Worked deviations with the last one of either sign
cases = []
for p in (0.20, -0.20):
    dev = np.array([0.0005, 0.01, p])
    eps, delta = metrics(mean, dev, h)
    scaled = dev * np.array([1 / h, 1, h])
    parts = form_matrix(B1, h) * np.outer(scaled, scaled)
    eps_lead = np.sqrt(scaled @ form_matrix(B1, h, False) @ scaled)
    eps_form = np.sqrt(parts.sum())
    # signed terms may cancel, so the error is judged against their total size
    assert abs(eps**2 - parts.sum()) < 0.05 * np.abs(parts).sum()
    delta_form = energy_scale * h**2 / np.sqrt(45) * eps
    assert abs(delta_form / (delta * to_eV) - 1) < 0.04
    pa, pb = split(mean, dev)
    nu = nu_metric(pa, pb)
    nu_log = 100 * np.sqrt(np.sum((NU_WEIGHTS * np.log(pa / pb)) ** 2))
    assert abs(nu_log / nu - 1) < p**2 / 10
    cases.append((p, eps, eps_lead, eps_form, delta * to_eV * 1e3,
                  delta_form * 1e3, nu, nu_log, parts))
assert cases[0][1] > 2 * cases[1][1]
assert abs(cases[0][6] - cases[1][6]) < 1e-10

# Common stiffness: same relative deviations, soft and stiff models
dev_plus = np.array([0.0005, 0.01, 0.20])
stiffness = []
for modulus in (20.0, 400.0):
    model = (V0, modulus, B1)
    eps, delta = metrics(model, dev_plus, h)
    stiffness.append((modulus, eps, delta * to_eV * 1e3,
                      nu_metric(*split(model, dev_plus))))
assert abs(stiffness[0][1] - stiffness[1][1]) < 1e-10
assert abs(stiffness[0][3] - stiffness[1][3]) < 1e-10
assert abs(stiffness[1][2] / stiffness[0][2] - 20) < 1e-8

# Range of epsilon/nu over all directions of small deviation
to_nu = np.diag([1 / h, 20, 400 * h])
full_range = np.sqrt(np.linalg.eigvalsh(
    to_nu @ measured_matrix(mean, h) @ to_nu)) / 100
lead_range = np.sqrt(np.linalg.eigvalsh(
    to_nu @ form_matrix(B1, h, False) @ to_nu)) / 100
for case in cases:
    assert full_range[0] * 0.99 < case[1] / case[6] < full_range[2] * 1.01

# Noise of fitted parameters: real fits against the least-squares formulas
noise_meV = 0.01
tau = noise_meV * 1e-3 / energy_scale
fit_sigma = noisy_fit_errors(B1, h, tau)
form_sigma = predicted_errors(B1, h, tau)
assert np.all(np.abs(fit_sigma / form_sigma - 1) < 0.06)
h_small = 0.02
tau_small = tau * (h_small / h) ** 3
small_ratio = (noisy_fit_errors(B1, h_small, tau_small)
               / predicted_errors(B1, h_small, tau_small))
assert np.all(np.abs(small_ratio - 1) < 0.02)
weighted = 100 * NU_WEIGHTS * fit_sigma
assert weighted.max() / weighted.min() < 1.3
B1_for_400 = B1 * form_sigma[2] / form_sigma[0] / 400

print(f"V0 = {V0:.1f} A^3, B0 = {B0:.1f} GPa, B1 = {B1:.1f}, h = {h:.2f}")
print(f"B0*V0 = {energy_scale:.3f} eV")
print("Form error (matrix norm) at h=0.04, 0.02, 0.01:",
      " ".join(f"{r:.5f}" for r in residuals))
print(f"Error ratio on last halving of h = {order_ratio:.2f}")
print(f"eps/|b|, minima aligned = {slope_min:.4f}")
print(f"eps/|b|, means aligned = {slope_mean:.4f}")
print("Deviations: v = 0.05 %, b = 1 %, p as listed")
for p, eps, el, ef, d, df, nu, nl, parts in cases:
    print(f"p = {100*p:+.0f} %: eps full = {eps:.5f}, "
          f"leading = {el:.5f}, with next order = {ef:.5f}")
    print(f"  Delta full = {d:.4f} meV, from eps = {df:.4f} meV")
    print(f"  nu = {nu:.5f}, nu from logarithms = {nl:.5f}")
    print(f"  eps/nu = {eps/nu:.3f}")
    print(f"  eps^2 terms (1e-4): vv {1e4*parts[0,0]:.3f}, "
          f"bb {1e4*parts[1,1]:.3f}, pp {1e4*parts[2,2]:.3f}")
    print(f"  eps^2 terms (1e-4): vp {2e4*parts[0,2]:.3f}, "
          f"vb {2e4*parts[0,1]:.3f}, bp {2e4*parts[1,2]:.3f}")
print("Common stiffness changed, p = +20 %:")
for modulus, eps, d, nu in stiffness:
    print(f"  B0 = {modulus:.0f} GPa: eps = {eps:.5f}, "
          f"nu = {nu:.5f}, Delta = {d:.4f} meV")
print("eps/nu principal values, full curves:",
      " ".join(f"{r:.3f}" for r in full_range))
print("eps/nu principal values, leading form:",
      " ".join(f"{r:.3f}" for r in lead_range))
print(f"Energy noise = {noise_meV:.3f} meV on 7 volumes, 40000 fits")
for name, fit, form, w in zip(("V0", "B0", "B1"), fit_sigma,
                              form_sigma, weighted):
    print(f"  {name}: scatter = {100*fit:.5f} %, formula = {100*form:.5f} %, "
          f"weighted (nu units) = {w:.5f}")
print(f"Scatter ratios from fits: B0/V0 = {fit_sigma[1]/fit_sigma[0]:.2f}, "
      f"B1/V0 = {fit_sigma[2]/fit_sigma[0]:.1f}")
print(f"Scatter ratios, formula: B0/V0 = {form_sigma[1]/form_sigma[0]:.2f}, "
      f"B1/V0 = {form_sigma[2]/form_sigma[0]:.1f}")
print(f"B1 at which the formula ratio equals 400: {B1_for_400:.2f}")
print("Fit/formula scatter at h = 0.02 (V0, B0, B1):",
      " ".join(f"{r:.4f}" for r in small_ratio))
print("all assertions hold")
```

Running it gives:

```
V0 = 20.0 A^3, B0 = 100.0 GPa, B1 = 4.5, h = 0.06
B0*V0 = 12.483 eV
Form error (matrix norm) at h=0.04, 0.02, 0.01: 0.06941 0.01731 0.00433
Error ratio on last halving of h = 4.00
eps/|b|, minima aligned = 1.4901
eps/|b|, means aligned = 1.0000
Deviations: v = 0.05 %, b = 1 %, p as listed
p = +20 %: eps full = 0.05874, leading = 0.05601, with next order = 0.05892
  Delta full = 0.4007 meV, from eps = 0.3935 meV
  nu = 0.08660, nu from logarithms = 0.08670
  eps/nu = 0.678
  eps^2 terms (1e-4): vv 10.417, bb 2.250, pp 5.207
  eps^2 terms (1e-4): vp 13.500, vb 1.838, bp 1.504
p = -20 %: eps full = 0.02147, leading = 0.02091, with next order = 0.02170
  Delta full = 0.1464 meV, from eps = 0.1439 meV
  nu = 0.08660, nu from logarithms = 0.08670
  eps/nu = 0.248
  eps^2 terms (1e-4): vv 10.417, bb 2.250, pp 5.207
  eps^2 terms (1e-4): vp -13.500, vb 1.838, bp -1.504
Common stiffness changed, p = +20 %:
  B0 = 20 GPa: eps = 0.05874, nu = 0.08660, Delta = 0.0801 meV
  B0 = 400 GPa: eps = 0.05874, nu = 0.08660, Delta = 1.6026 meV
eps/nu principal values, full curves: 0.151 0.291 0.777
eps/nu principal values, leading form: 0.152 0.300 0.776
Energy noise = 0.010 meV on 7 volumes, 40000 fits
  V0: scatter = 0.00204 %, formula = 0.00205 %, weighted (nu units) = 0.00204
  B0: scatter = 0.04417 %, formula = 0.04370 %, weighted (nu units) = 0.00221
  B1: scatter = 0.90639 %, formula = 0.90845 %, weighted (nu units) = 0.00227
Scatter ratios from fits: B0/V0 = 21.64, B1/V0 = 443.9
Scatter ratios, formula: B0/V0 = 21.29, B1/V0 = 442.6
B1 at which the formula ratio equals 400: 4.98
Fit/formula scatter at h = 0.02 (V0, B0, B1): 1.0013 0.9963 1.0023
all assertions hold
```
